The recoil-free fraction of a harmonic crystal and its Debye limits

A nucleus of mass M sits in a cubic crystal of N identical atoms, one per primitive cell, and emits a photon of energy E_γ and wave number k = E_γ/ħc. A free nucleus initially at rest would recoil with energy

E_R = ħ²k²/2M.

In the crystal there is a finite probability that the lattice takes up no energy at all. The problem is to find this probability, the recoil-free fraction f.

The crystal is harmonic and in thermal equilibrium at temperature T. Let x be the displacement of the emitting nucleus along the photon direction k̂, with the origin at its equilibrium site. In terms of the phonon modes s, with frequency ω_s and real unit polarization vector e_s,

kx = Σ_s κ_s (a_s + a_s†),  κ_s² = (E_R/ħω_s)(k̂·e_s)²/N.

This is the usual amplitude √(ħ/2MNω_s) multiplied by k and projected on k̂. The three uniform translations, which have zero frequency, are left out. They carry the recoil momentum of the crystal as a whole. For a crystal at rest this costs the energy E_R/N, and thermal motion of the centre of mass adds a Doppler shift of root mean square √(2E_R k_BT/N). Both vanish for large N, the Doppler shift only as N^(−1/2). For a free crystallite with the parameters of (h) at 300 K it is 1.0 × 10⁻⁸ eV at N = 10¹², still above the natural width 6.6 × 10⁻⁹ eV of a level with a lifetime of 100 ns.

**(a) Express the spectrum of energy given to the lattice through a correlation function of x. What feature of that function gives f?**

*Solution.* The emission operator contains factors exp(−ik·r) for the charges in the nucleus. Writing r as the position of the nuclear centre of mass plus an internal coordinate splits off a factor e^(−ikx), which acts on the lattice and lowers the nuclear momentum by ħk. The internal factor is the same for all lattice states. The change of k with the energy left in the lattice is neglected, because phonon energies are tiny compared with E_γ.

The lattice therefore goes from state i to state j with probability |⟨j|e^(−ikx)|i⟩|². These probabilities sum to 1 over j, because e^(−ikx) is unitary. With thermal weights p_i, the distribution of the energy ε given to the lattice is

S(ε) = Σ_i p_i Σ_j |⟨j|e^(−ikx)|i⟩|² δ(ε − E_j + E_i).

Write the delta function as (1/2πħ)∫dτ exp[i(ε − E_j + E_i)τ/ħ]. The phases from E_i and E_j turn one factor into a Heisenberg operator:

e^(iE_iτ/ħ) ⟨i|e^(ikx)|j⟩ e^(−iE_jτ/ħ) = ⟨i|e^(ikx(τ))|j⟩.

The sum over j is now a completeness relation, so

S(ε) = (1/2πħ) ∫dτ e^(iετ/ħ) G(τ),  G(τ) = ⟨e^(ikx(τ)) e^(−ikx(0))⟩.

If G(τ) tends to a constant at long times, that constant contributes (constant)·δ(ε). The constant is f, the weight of the line with no energy exchange.

The finite nuclear lifetime broadens this line to its natural width Γ. The separation into a line and a phonon background is meaningful when Γ is much smaller than typical phonon energies, such as ħ times the highest phonon frequency. Absorption replaces k by −k, which changes nothing below.

**(b) For one mode, evaluate ⟨e^(iκ(a+a†))⟩ in thermal equilibrium. Express the answer through a mean square and extend it to many modes.**

*Solution.* When [P,Q] is a number,

e^P e^Q = e^(P+Q) e^([P,Q]/2).

Take P = iκa† and Q = iκa. Then [P,Q] = −κ²[a†,a] = +κ², and

e^(iκ(a+a†)) = e^(−κ²/2) e^(iκa†) e^(iκa).

Expand both exponentials on the right. The thermal state is diagonal in the phonon number, so terms survive only with equal powers of a† and a:

⟨e^(iκa†) e^(iκa)⟩ = Σ_m [(−κ²)^m/(m!)²] ⟨(a†)^m a^m⟩.

In the state with n phonons, (a†)^m a^m has the value n!/(n−m)!. The occupation probabilities are p_n = (1−z)zⁿ with z = e^(−ħω/k_BT). Differentiating the geometric series m times gives

Σ_n zⁿ n!/(n−m)! = z^m (d/dz)^m [1/(1−z)] = m! z^m/(1−z)^(m+1).

Multiplying by 1−z gives ⟨(a†)^m a^m⟩ = m! n̄^m, where n̄ = z/(1−z) is the mean phonon number. One factorial cancels and the sum is an exponential:

⟨e^(iκa†) e^(iκa)⟩ = Σ_m (−κ²n̄)^m/m! = e^(−κ²n̄).

Therefore

⟨e^(iκ(a+a†))⟩ = exp[−κ²(n̄ + ½)].

Now ⟨(a+a†)²⟩ = ⟨aa† + a†a⟩ = 2n̄ + 1. With A = iκ(a+a†) the result reads

⟨e^A⟩ = exp(½⟨A²⟩),

which is the Bloch identity. A phase, as in A = iκ(a e^(−iφ) + a† e^(iφ)), can be absorbed by defining a new operator b = a e^(−iφ) with the same commutator and the same occupation probabilities. For a sum of such terms over independent modes, the averages of the exponentials multiply. The cross terms in ⟨A²⟩ vanish, so the exponents add and the identity keeps its form.

The harmonic potential matters here. Take H = p²/2 + x²/2 + x⁴/2 in units where ħ, the mass and the harmonic frequency are 1, with k_BT = 1 and k = 2. Diagonalization in 160 oscillator states gives ⟨e^(ikx)⟩ = 0.421, whereas exp(−k²⟨x²⟩/2) with the true ⟨x²⟩ is 0.444.

**(c) Evaluate G(τ), and from it f for an infinitely large crystal.**

*Solution.* Set A = ikx(τ) and B = −ikx(0). Both are linear in the phonon operators, so [A,B] is a number. Combining the exponentials and applying the Bloch identity to A+B,

G(τ) = exp{½⟨(A+B)²⟩ + ½[A,B]}.

The products of A and B in the exponent are ½⟨AB+BA⟩ + ½⟨AB−BA⟩ = ⟨AB⟩. Hence

G(τ) = exp{½⟨A²⟩ + ½⟨B²⟩ + ⟨AB⟩}.

In equilibrium ⟨A²⟩ = ⟨B²⟩ = −k²⟨x²⟩, while ⟨AB⟩ = +k²⟨x(τ)x(0)⟩. So

G(τ) = exp[−k²⟨x²⟩ + C(τ)],

C(τ) = k²⟨x(τ)x(0)⟩ = Σ_s κ_s² [(n̄_s+1)e^(−iω_sτ) + n̄_s e^(iω_sτ)].

As N → ∞ the sum becomes an integral over a continuous spectrum. In three dimensions its integrand is finite at low frequency: the mode density goes as ω², which balances the factor 1/ω in κ² and the factor 1/ω in n̄. The Fourier integral of an integrable function tends to zero at long times, so C(τ) → 0 and

**f = exp(−k²⟨x²⟩).**

The rest of the spectrum comes from G − f = f[e^(C(τ)) − 1] = f[C + C²/2 + …], whose successive terms describe processes with one phonon, two phonons and so on. In every event, with or without a change in the phonons, the total momentum of the crystal changes by the recoil momentum, of magnitude ħk. What distinguishes the recoil-free events is that the phonon energy stays the same.

**(d) What is the elastic probability when there is just one mode? Why does the difference from (c) disappear in a large crystal?**

*Solution.* With one mode C(τ) never decays. The elastic weight is then the time average of G, that is, the constant term in its Fourier series. In e^(C(τ)) the constant terms contain equal powers of e^(−iωτ) and e^(iωτ):

Σ_m [κ⁴n̄(n̄+1)]^m/(m!)² = I₀(2κ²√(n̄(n̄+1))),

where I₀ is the modified Bessel function. Since n̄(n̄+1) = 1/[4 sinh²(ħω/2k_BT)],

P_elastic = e^(−κ²(2n̄+1)) I₀(κ²/sinh(ħω/2k_BT)).

For κ = 0.6 and n̄ = 1.5 this is 0.367, while e^(−κ²(2n̄+1)) = e^(−1.44) = 0.237. At T = 0 the two agree, because n̄ = 0 and I₀(0) = 1.

With many modes, and no accidental relations between their frequencies, there is one factor I₀ per mode. Degenerate modes act together as one mode, whose κ² is the sum of theirs. For small arguments ln I₀(y) ≈ y²/4, so the excess is

ln(P_elastic/f) ≈ Σ_ω K_ω²/[4 sinh²(ħω/2k_BT)],

where the sum runs over the distinct frequencies and K_ω is the sum of κ_s² over all modes of frequency ω. The grouping matters, because cubic symmetry makes most modes degenerate. For a face-centred cubic lattice with nearest-neighbour springs, a sum of κ_s⁴ over single modes is about 15 times too small.

For large N the soft modes dominate. For them κ² ∝ 1/(Nω) and sinh ∝ ω, so each term goes as 1/(N²ω⁴). Their frequencies scale as the inverse edge length, N^(−1/3), which makes ω⁻⁴ scale as N^(4/3). If the number of modes sharing a frequency is bounded, as for the symmetry degeneracy of an elastically anisotropic cubic lattice, the sum over soft modes converges in three dimensions and the excess falls as N^(−2/3). For the isotropic Debye spectrum of (e) in a periodic cubic box, whole shells of wave vectors are degenerate and the sum acquires a factor ln N. It still vanishes as N → ∞.

**(e) Find k²⟨x²⟩ as a sum over modes, and evaluate it in the Debye model.**

*Solution.* From ⟨(a+a†)²⟩ = 2n̄ + 1 = coth(ħω/2k_BT),

k²⟨x²⟩ = (1/N) Σ_s (E_R/ħω_s)(k̂·e_s)² coth(ħω_s/2k_BT).

This is k̂·U·k̂ with a symmetric tensor U. In a cubic crystal with one atom per primitive cell, U is unchanged by 90° rotations about the cube axes. These make the diagonal elements equal and reverse the sign of off-diagonal ones, which must therefore vanish. So U is one third of its trace times the unit tensor, and (k̂·e_s)² may be replaced by 1/3. With g(ω) the density of the 3N modes, normalized to 1,

k²⟨x²⟩ = (E_R/ħ) ∫dω g(ω) coth(ħω/2k_BT)/ω.

The Debye model takes ω proportional to wave number up to a cutoff ω_D, which gives g = 3ω²/ω_D³. Define θ = ħω_D/k_B, t = T/θ, r = E_R/(k_Bθ) and w = ω/ω_D. Then

k²⟨x²⟩ = 3r ∫₀¹ w coth(w/2t) dw.

Insert coth(w/2t) = 1 + 2/(e^(w/t) − 1). The first term integrates to 1/2. In the second, u = w/t gives 2t²J with J = ∫₀^(1/t) u du/(e^u − 1). Since 3r(½ + 2t²J) = 6r(¼ + t²J),

**k²⟨x²⟩ = (6E_R/k_Bθ) [1/4 + (T/θ)² ∫₀^(θ/T) u du/(e^u − 1)].**

The 1/4 is the zero-point motion, and the integral is the thermal part.

Dimension matters. In a two-dimensional crystal g ∝ ω, and at T > 0 the low-frequency integrand is proportional to ω·(1/ω)·(1/ω) = 1/ω. Its integral diverges logarithmically. C(τ) has the same divergence, so the argument of (c) must be applied to the whole exponent of G(τ). Its real part is −Σ_s κ_s²(2n̄_s+1)(1 − cos ω_sτ), with a low-frequency integrand proportional to (1 − cos ωτ)/ω. This is cut off below ω ≈ 1/τ, and its integral grows as ln τ. So at T > 0 G(τ) → 0 at long times, and f = 0 in the infinite crystal. The decay is only a power law. For a planar Debye spectrum g = 2ω/ω_D², |G| ∝ τ^(−4rt). With the parameters of (h) at 300 K the power is 0.175 and |G| is still about 0.06 after 100 ns, so a weak narrow peak survives within a finite nuclear lifetime. At T = 0 the integrand is finite and f is not zero.

**(f) Find the low-temperature limit, with its leading correction.**

*Solution.* For T ≪ θ the upper limit of J is large. Expand 1/(e^u − 1) = Σ_n e^(−nu), with n from 1. Over the full range

∫₀^∞ u du/(e^u − 1) = Σ_n 1/n² = π²/6.

The missing tail beyond 1/t is, to leading order,

∫_(1/t)^∞ u e^(−u) du = (1/t + 1)e^(−1/t).

Multiplying by 6r,

k²⟨x²⟩ ≈ r(3/2 + π²t²) − 6r t²(1/t + 1)e^(−1/t).

Without the exponentially small term,

**f ≈ exp{−(E_R/k_Bθ)[3/2 + π²T²/θ²]}, T ≪ θ.**

Even at T = 0 f is below 1, because zero-point motion spreads the nuclear position.

**(g) Find the high-temperature limit. What happens to the zero-point term?**

*Solution.* For T ≫ θ, u is small throughout J. Inverting the series (e^u − 1)/u = 1 + u/2 + u²/6 + u³/24 + u⁴/120 + … term by term gives

u/(e^u − 1) = 1 − u/2 + u²/12 − u⁴/720 + ….

Integrate from 0 to 1/t and multiply by t²:

t²J = t − 1/4 + 1/(36t) − 1/(3600t³) + ….

The −1/4 cancels the zero-point term, so

k²⟨x²⟩ = 6r[t + 1/(36t) − 1/(3600t³) + …],

**f ≈ exp{−(6E_R/k_Bθ)[T/θ + θ/(36T)]}, T ≫ θ.**

The leading term is classical. Inserting E_R and θ gives ⟨x²⟩ = 3k_BT/(Mω_D²), from which ħ has dropped out. The first quantum correction is the term θ/(36T).

The two limits weigh the spectrum differently. By the general integral in (e), the zero-point value depends on the mean of 1/ω and the classical value on the mean of 1/ω². For a spectrum that is not of Debye form, the values of θ fitted in the two regimes need not agree.

**(h) Evaluate f for E_γ = 15 keV, M = 60 u and θ = 400 K, which are round model parameters. How good are the limiting laws? What changes for a 100 keV photon?**

*Solution.* The inputs give k = 0.07602 pm⁻¹, E_R = 2.013 meV and k_Bθ = 34.47 meV, so

r = 2.013/34.47 = 0.0584.

At T = 0, k²⟨x²⟩ = 1.5 × 0.0584 = 0.0876 and f = e^(−0.0876) = 0.916.

At 300 K, t = 0.75. The high-temperature law gives

6 × 0.0584 × (0.75 + 0.0370) = 0.2758.

Numerical integration of the Debye formula gives 0.2755, hence f = 0.759. The mean square displacement is 0.2755/(0.07602 pm⁻¹)² = 47.7 pm², or 6.9 pm root mean square, compared with 3.9 pm at T = 0.

The table compares k²⟨x²⟩ from the full integral with the two laws. "High" includes the θ/(36T) term.

| T (K) | full | low | high | f (full) |
|---|---|---|---|---|
| 20 | 0.0890 | 0.0890 | 0.2122 | 0.915 |
| 100 | 0.1216 | 0.1236 | 0.1265 | 0.886 |
| 200 | 0.1939 | 0.2317 | 0.1947 | 0.824 |
| 400 | 0.3600 | 0.6639 | 0.3601 | 0.698 |
| 800 | 0.7056 | 2.3930 | 0.7056 | 0.494 |

At 100 K, a quarter of θ, the low-temperature law is 1.7% above the full exponent. The omitted tail from (f) accounts for this: 6r t²(1/t + 1)e^(−1/t) = 0.3504 × 0.0625 × 5 × e^(−4) = 0.0020. At 200 K the high-temperature law is 0.4% above the full exponent, whereas the classical term 6rt alone gives 0.1752, about 10% below it.

For 100 keV in the same crystal, E_R grows as E_γ² to 89.46 meV. The exponent at T = 0 is 1.5 × 89.46/34.47 = 3.89, so f = 0.020. At 300 K, f = 4.8 × 10⁻⁶. In this model the recoil-free line of the harder photon is weak even at T = 0 and practically absent at room temperature, because k⁻¹ is then smaller than the spread of the nuclear position.

Numerical values quoted here were computed with a short program.
